\section*{Leading radiative corrections to the nuclear-size shift of hydrogenic S levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{What is missing from the leading shift}

For hydrogen 1S the leading formula for the finite size of the proton raises the level by $E_{\rm fns}/h=1105.4$ kHz, for the radius used in the last section. This number is proportional to $r^2$, and it treats the electron as a Schr\"odinger particle in a contact potential. But the contact potential probes the electron at distances down to its Compton wavelength, where the electron is dressed by virtual photons and the Coulomb field by virtual pairs. Without a calculation, even the order of the correction is unclear. A loop factor $\alpha/\pi$ would amount to about $0.2\%$ of $E_{\rm fns}$. The true leading radiative correction is of relative order $\alpha Z\alpha$ with no $1/\pi$:
\begin{equation}
\Delta E_{\rm VP}=\tfrac34\,\alpha Z\alpha\,E_{\rm fns},\qquad
\Delta E_{\rm SE}=\left(4\ln2-\tfrac{23}{4}\right)\alpha Z\alpha\,E_{\rm fns}.
\end{equation}
For hydrogen 1S the sum is $-0.13$ kHz. A value of $r^2$ inferred without it is off by $1.2\times10^{-4}$ relative to $r^2$.

Units are $\hbar=c=m=1$, with $m$ the electron mass, because $m$ sets the scale of the momenta that matter. The nucleus is spinless and static, with charge $Z$ and rms radius $r$. Its mass enters only through $\psi^2(0)=(m_rZ\alpha)^3/(\pi n^3)$. The level is $nS$, $Z\alpha\ll1$ and $r\ll1$.

With form factor $G=1-r^2k^2/6+\dots$ the potential is $V(k)=-4\pi Z\alpha\,G/k^2$. The $r^2$ term is the constant $\frac{2\pi}{3}Z\alpha r^2$, which is a delta function in space, so
\begin{equation}
E_{\rm fns}=\tfrac{2\pi}{3}Z\alpha r^2\psi^2(0)=\tfrac23(Z\alpha)^4m_r^3r^2/n^3 .
\end{equation}

\section{Simple case: one short-range Yukawa term}

Take $m_r=1$, $\gamma=Z\alpha$, lengths in $1/\gamma$ and energies in $\gamma^2$. The Coulomb potential is $-1/x$. Add $U=-c\,e^{-\nu x}/x$ with $\nu\gg1$, sourced by the same nucleus, and keep terms of order $c\,r^2$. There are two.

\emph{Folding.} A potential folded with the nuclear density gains $(r^2/6)\nabla^2$ of itself. For Coulomb, $\nabla^2(-1/x)=4\pi\delta^3$ gives $E_{\rm fns}$. For the Yukawa term, $\nabla^2U=c\,[4\pi\delta^3-\nu^2e^{-\nu x}/x]$. Every $S$ state has the cusp $\psi^2(x)=\psi^2(0)(1-2x+\dots)$, so relative to $E_{\rm fns}$
\begin{equation}
c\Big[1-\nu^2\!\int_0^\infty\! x e^{-\nu x}(1-2x)\,dx\Big]=c\Big[1-1+\frac4\nu\Big]=\frac{4c}{\nu}.
\end{equation}
The term of order $c$ cancels, because $\nabla^2U$ integrates to zero over space. For 1S, $\psi^2\propto e^{-2x}$ gives the exact form $c[1-\nu^2/(2+\nu)^2]=c[4/\nu-12/\nu^2+\dots]$.

\emph{Wave function.} Let $u_0$ be the radial function and $E_1=\langle U\rangle=O(c/\nu^2)$. The first-order change obeys $\delta u''=2(-1/x-E_0)\delta u+2(U-E_1)u_0$. Take the solution with $\delta u(0)=\delta u'(0)=0$. For $x\sim1/\nu$, $u_0\simeq u_0'(0)x$ and $\delta u''\simeq-2c\,u_0'(0)e^{-\nu x}$, so beyond the range of $U$ the slope is $-2c\,u_0'(0)/\nu$ and $\delta u\simeq-(2c/\nu)u_0$. Normalization requires $\langle u_0|\delta u\rangle=0$, which is restored by adding $+(2c/\nu)u_0$. That piece alone has a slope at the origin, so $\delta\psi^2(0)/\psi^2(0)=4c/\nu$.

The total is $8c/\nu$ for every $n$, at leading order in $1/\nu$.

\section{Vacuum polarization}

Notation for all loops: $d=4-2\epsilon$, metric $(+,-,-,-)$, $\hat a=\gamma_\mu a^\mu$, ${\rm Tr}\,1=4$, $[dl]=d^dl/(i\pi^{d/2})$, and
\begin{equation}
\int\frac{[dl]}{(l^2-\Delta)^n}=(-1)^n\frac{\Gamma(n-d/2)}{\Gamma(n)}\Delta^{d/2-n}.
\end{equation}
A common factor $(4\pi)^\epsilon\Gamma(1+\epsilon)$ is dropped; this is harmless because all poles cancel in the end. The exchanged momentum is $k=(0,\mathbf k)$ with $k_\mu k^\mu=-t$, $t=\mathbf k^2$; in $\int dk$, $k=\sqrt t$.

Current conservation gives $\Pi^{\mu\nu}=(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi_2$, so the $k^\mu k^\nu$ term is enough. The loop is $i\Pi^{\mu\nu}=-e^2\int\frac{d^dl}{(2\pi)^d}{\rm Tr}[\gamma^\mu(\hat l+1)\gamma^\nu(\hat l+\hat k+1)]/(\dots)$. The trace contains $4[l^\mu(l+k)^\nu+l^\nu(l+k)^\mu]$. The shift $l\to l-xk$ gives $-8x(1-x)k^\mu k^\nu$ and $\Delta=1+tx(1-x)$. With $\int d^dl/(2\pi)^d=(i/16\pi^2)\int[dl]$ this yields $\Pi_2=-\frac{2\alpha}{\pi}\int_0^1x(1-x)(1/\epsilon-\ln\Delta)dx$. The propagator is multiplied by $1/(1-\Pi_2)$, and charge renormalization subtracts $\Pi_2(0)$, so $V\to V(1+\Pi)$ with $\Pi=\frac{2\alpha}{\pi}\int x(1-x)\ln\Delta\,dx$. Put $x=(1+v)/2$ and integrate by parts with $\int(1-v^2)dv=v-v^3/3$; the boundary term vanishes since $\ln\Delta=0$ at $v=1$:
\begin{equation}
\Pi=\frac\alpha\pi\int_0^1\!dv\,\frac{v^2(1-v^2/3)}{1-v^2}\,\frac{t}{t+\mu^2},\qquad \mu=\frac{2}{\sqrt{1-v^2}} .
\end{equation}
Since $V\,t/(t+\mu^2)=-4\pi Z\alpha/(t+\mu^2)$, the Uehling potential is a sum of attractive Yukawa terms with $\nu=\mu/\gamma\ge2/\gamma\gg1$. Each half of the previous section gives
\begin{equation}
\frac\alpha\pi\,2\gamma\int_0^1\frac{v^2(1-v^2/3)}{\sqrt{1-v^2}}dv
=\frac\alpha\pi\,2\gamma\Big(\frac\pi4-\frac13\frac{3\pi}{16}\Big)=\frac38\alpha Z\alpha ,
\end{equation}
and the sum is $\frac34\alpha Z\alpha$. The $\pi$ of the integral cancels the $1/\pi$ of the loop.

\emph{Test.} The program evaluates the folded term from the exact 1S and 2S Yukawa matrix elements, integrates the radial equation for $\delta u$ with the full Uehling potential for the wave-function term, and extrapolates both to $Z\alpha\to0$ with terms $\gamma\ln\gamma$ and $\gamma$. Both halves give $0.37500$ for 1S and 2S. At $Z\alpha=0.002$ the 1S folded term is $0.37449$. This follows from $-12/\nu^2=-3\gamma^2(1-v^2)$, which adds $-\frac{3\gamma}{\pi}\int v^2(1-v^2/3)dv=-\frac{4\gamma}{5\pi}=-0.00051$. The wave-function half is $0.37747$ there.

The result needs $\nu\gg1$. For the electron loop in a muonic atom the Bohr radius is not large against $1/\mu$, and the expansion in $1/\nu$ fails.

\section{General form: the hard two-photon term}

Both halves come from distances set by $1/m$ and not by the Bohr radius, that is from momenta $k\gg Z\alpha$. The range is wide: for vacuum polarization about half of the integral (\ref{master}) below comes from $k>5$. At such momenta the bound electron enters and leaves at rest, $p=(1,0)$, with amplitude $\psi(0)$, and scatters twice on the static field. The Dirac equation with radiative terms is $(\hat p-1-\gamma^0V-\Sigma[V])\psi=0$, and the term of second order in $V$ is
\begin{equation}
\Delta E=\psi^2(0)\int\frac{d^3k}{(2\pi)^3}V(k)^2\,T(t).
\end{equation}
Here $T$ is the forward amplitude between spinors at rest. No axial vector can be built from $\mathbf k$ alone, so $T$ does not depend on spin and equals the average $\langle X\rangle=\frac14{\rm Tr}[(1+\hat p)X]$. Note $\gamma^0=\hat p$, $\hat p^2=1$ and $\hat p\hat k=-\hat k\hat p$ because $p\cdot k=0$. With $P=p+k$, $P^2-1=-t$, the tree term is
\begin{equation}
T_0=\frac{\langle\hat p(\hat p+\hat k+1)\hat p\rangle}{-t}=\frac{\langle\hat p-\hat k+1\rangle}{-t}=-\frac2t .
\end{equation}
This equals the Schr\"odinger propagator $1/(0-k^2/2)$ at all $k$, which is why the nonrelativistic treatment above is exact at this order. Define $T=-\frac2t[1+\frac\alpha\pi L]$. With $d^3k=4\pi k^2dk$,
\begin{equation}
\Delta E=-\frac{16(Z\alpha)^5m_r^3}{\pi n^3}\int_0^\infty\frac{dk}{k^4}\,G^2\Big[1+\frac\alpha\pi L\Big].
\end{equation}
The size-dependent part is $G^2-1=-r^2t/3$. In the tree term it gives $\int dk/k^2$, which diverges at small $k$, is cut off at $k\sim Z\alpha$, and is $E_{\rm fns}$ itself, one order lower. In the $L$ term, division by $E_{\rm fns}$ gives $\frac{16}{3\pi^2}\cdot\frac32$:
\begin{equation}
\frac{\Delta E}{E_{\rm fns}}=\alpha Z\alpha\,\frac{8}{\pi^2}\int_0^\infty\frac{dk}{k^2}L(k).
\label{master}
\end{equation}
If $L(0)$ were nonzero, the same small-$k$ divergence would signal a term of relative order $\alpha$. Below, $L=O(t\ln t)$, so there is none. The region $k\lesssim Z\alpha$, where the scattering picture fails, contributes to (\ref{master}) only $O(Z\alpha\ln Z\alpha)$, one order higher up to logarithms.

\emph{Limit.} For vacuum polarization $V^2\to V^2(1+2\Pi)$, so $\frac\alpha\pi L=2\Pi$. One Yukawa term gives $Z\alpha\frac8\pi\int2c\,dk/(k^2+\mu^2)=8cZ\alpha/\mu=8c/\nu$, as before. The quadrature of (\ref{master}) gives $0.750000$.

\section{Self-energy: the four pieces}

In Feynman gauge, $\Sigma[V]=\frac{\alpha}{4\pi}\int[dl]\,\gamma^\mu(\hat P+\hat l-1-\gamma^0V)^{-1}\gamma_\mu/l^2$, from $-ie^2\cdot i/16\pi^2=\alpha/4\pi$. Expanding in $V$ gives $\Sigma$, the vertex $\Lambda$ (one $\gamma^0$ between two propagators) and the spanning term $\Xi$ (two), all with plus signs. The normalization $\bar\psi(\gamma^0-\partial\Sigma/\partial p^0)\psi=1$ multiplies the tree by $1+\delta Z_2$, $\delta Z_2=\langle\partial\Sigma/\partial p^0\rangle$. In units of $\alpha/4\pi$, with $S=(\hat P+1)/(-t)$,
\begin{equation}
T=\langle\hat pS(\Sigma-\delta m)S\hat p\rangle+2\langle\Lambda S\hat p\rangle+\langle\Xi\rangle+\delta Z_2T_0,
\qquad L=-\frac{tT}{8}.
\end{equation}
From here $T$ denotes this radiative part. The two vertex terms are equal because a trace is unchanged when the order of the matrices is reversed. Let $q=p+l$, $v=p\cdot l$, $u=p\cdot q=1+v$, $w=k\cdot l$, and
\begin{equation}
D_0=l^2,\quad D_1=q^2-1=D_0+2v,\quad D_2=(q+k)^2-1=D_1+2w-t .
\end{equation}
The contractions are $\gamma_\mu\gamma^\mu=d$, $\gamma_\mu\hat a\gamma^\mu=(2-d)\hat a$, $\gamma_\mu\hat a\hat b\gamma^\mu=4a\cdot b+(d-4)\hat a\hat b$. In particular $\langle\gamma^\mu X\gamma_\mu\rangle=\frac14{\rm Tr}[(d+(2-d)\hat p)X]$.

\subsection{Basic integrals}

Write $\sigma=1-t$, $\lambda=\ln t/(1-t)$. For $D_0D_2$ the parameter $x$ on $D_2$ gives $l\to-xP$ and $\Delta=x(t+x\sigma)$. Substituting $y=t+x\sigma$,
\begin{align}
J_0&=\int_0^1\ln(t+x\sigma)dx=-1-t\lambda,\\
J_1&=\int_0^1x\ln(t+x\sigma)dx=\frac{-\frac14+t-\frac34t^2+\frac12t^2\ln t}{\sigma^2}
=-\frac14+\frac{t(1+t\lambda)}{2\sigma}.
\end{align}
With $\int\ln x=-1$, $\int x\ln x=-\frac14$, $p\cdot P=1$:
\begin{align}
B_{02}&=\int\!\frac{[dl]}{D_0D_2}=\frac1\epsilon+2+t\lambda, &
A&=\int\!\frac{[dl]\,v}{D_0D_2}=-\frac1{2\epsilon}-\frac14+J_1 .
\end{align}
At $t=0$, $\Delta=x^2$: $\int1/(D_0D_1)=\frac1\epsilon+2$ and $\int v/(D_0D_1)=-\frac1{2\epsilon}-\frac12$. Also $\int1/D_1^2=\frac1\epsilon$, and $\int1/(D_0D_1^2)=-\int_0^1y^{-1-2\epsilon}dy=\frac1{2\epsilon}$, an infrared pole continued from $\epsilon<0$.

Without $D_0$, shift $q\to q-xk$; then $\Delta=1+tx(1-x)$ and $v=p\cdot q-1$, where odd powers of $p\cdot q$ vanish. Define $K=\int_0^1\ln\Delta\,dx$, $H=\int_0^1dx/\Delta$. Then $B_{12}=\int1/(D_1D_2)=\frac1\epsilon-K$ and $\int1/(D_1^2D_2)=-\int(1-x)/\Delta=-H/2$ by the symmetry $x\leftrightarrow1-x$. Since $\int l^2/(l^2-\Delta)^3=\Gamma(\epsilon)(1-\epsilon/2)\Delta^{-\epsilon}=\frac d4\Gamma(\epsilon)\Delta^{-\epsilon}$, averaging over directions gives $\int(p\cdot q)^2/(D_1^2D_2)=2\int(1-x)\frac14(\frac1\epsilon-\ln\Delta)=B_{12}/4$. Integration by parts with $x-\frac12$ gives $K=\int2t(x-\frac12)^2/\Delta=-2+\frac12(4+t)H$, because $t(x-\frac12)^2=1+\frac t4-\Delta$.

With all three denominators, put weights $\rho(1-x)$ on $D_1$ and $\rho x$ on $D_2$ (Jacobian $\rho$). Then $l\to-\rho p-\rho xk$, $w\to\rho xt$, and $\Delta=\rho^2-\rho^2x^2t+\rho xt=\rho(\rho+tc)$ with $c=x(1-\rho x)$. Define, over the unit square,
\begin{equation}
C=\int\!\frac{[dl]}{D_0D_1D_2}=-\!\int\!\!\frac{dx\,d\rho}{\rho+tc},\qquad
F=\int\!\frac{x(1-x)\rho\,dx\,d\rho}{(\rho+tc)^2},
\end{equation}
so that $\int2w/(D_0D_1^2D_2)=2tF$. The identity $1/D_2=-1/t+(D_1+2w)/(tD_2)$ isolates the infrared pole:
\begin{equation}
I=\int\frac{[dl]}{D_0D_1^2D_2}=-\frac{1}{2\epsilon t}+\frac Ct+2F .
\end{equation}

\subsection{Self-energy insertion}

$\Sigma=a+b\hat P=\int dx\,[d+(2-d)(1-x)\hat P](\frac1\epsilon-\ln\Delta)$. Expanding $d$ against the pole,
\begin{align}
a&=\frac4\epsilon-2+4-4J_0=\frac4\epsilon+6+4t\lambda,\\
b&=-\frac1\epsilon+1-\frac32+2(J_0-J_1)=-\frac1\epsilon-2-\frac t\sigma\,[1+(2-t)\lambda].
\end{align}
At $t=0$, $\delta m=a+b=\frac3\epsilon+4$. The projector is $\hat p(1+\hat p)\hat p=1+\hat p$ dressed with $\hat P+1$ on both sides. Using $(1+\hat p)^2=2(1+\hat p)$, $\hat p\hat k+\hat k\hat p=0$ and $\hat k\hat p\hat k=t\hat p$,
\begin{equation}
(\hat P+1)(1+\hat p)(\hat P+1)=(4-t)+(4+t)\hat p+4\hat k .
\end{equation}
Its trace with $1$ is $4-t$ and with $\hat P$ is $(4+t)-4t=4-3t$. Since $a-\delta m=\frac1\epsilon+2+4t\lambda$ and $(4-t)-(4-3t)=2t$,
\begin{equation}
tT_\Sigma=\frac2\epsilon+4+4(4-t)\lambda-\frac{4-3t}{\sigma}[1+(2-t)\lambda].
\end{equation}

\subsection{Wave-function factor}

$\partial S/\partial p^0=-S\gamma^0S$ gives $\delta Z_2=-\int N_Z/(D_0D_1^2)$. From $(\hat q+1)\hat p(\hat q+1)=2u+2u\hat q-D_1\hat p$,
\begin{equation}
N_Z=2du+(2-d)(2u^2-D_1)=4+4\epsilon v+(2-d)(2v^2-D_1).
\end{equation}
The $v$ integral is finite, so $4\epsilon v$ drops. With $v=(D_1-D_0)/2$, $\int2v^2/(D_0D_1^2)=(-\frac1{2\epsilon}-\frac12)+\frac1\epsilon$. Subtracting $\frac1\epsilon+2$ leaves $-\frac1{2\epsilon}-\frac52$, and the factor $-2+2\epsilon$ turns this into $\frac1\epsilon+4$. The constant gives $\frac2\epsilon$ (infrared). Hence $\delta Z_2=-(\frac3\epsilon+4)$ and $tT_Z=\frac6\epsilon+8$.

\subsection{Vertices}

The projector is $(\hat P+1)\hat p(1+\hat p)=2(1+\hat p)+\hat k+\hat k\hat p$, which contracts to $W=2d+(2-d)(2\hat p+\hat k)+(d-4)\hat k\hat p$. It is traced with $X=(\hat q+1)\hat p(\hat q+\hat k+1)$. The even part of $X$ is $2u+\hat p\hat k$ and gives $4du-(d-4)t$. The odd part is $2u\hat q-D_1\hat p+\hat q\hat p\hat k$. With $\frac14{\rm Tr}[\hat a\hat q\hat p\hat k]=-(a\cdot p)w+(a\cdot k)u=-2w-tu$ for $a=2p+k$, it gives $4u^2+2uw-2D_1-2w-tu$. Here $2uw-2w-tu=2wv-t-tv=(D_2-D_1)v-t$. Collecting,
\begin{equation}
N_V=8+2t+4(4-d)v+(2-d)[4v^2-2D_1+(D_2-D_1)v].
\end{equation}
The $(4-d)v$ term multiplies a finite integral and drops. Using $4v^2=2v(D_1-D_0)$ and $\int v/(D_1D_2)=-B_{12}$, the bracket over $D_0D_1D_2$ integrates to
\begin{align}
&2A+2B_{12}-2B_{02}-\frac1{2\epsilon}-\frac12-A\nonumber\\
&\quad=-\frac1\epsilon-5+\frac{t(1+t\lambda)}{2\sigma}-2K-2t\lambda .
\end{align}
Multiplying by $-2+2\epsilon$, and by $2/(-t)$ for both vertices,
\begin{equation}
tT_V=-2\Big[(8+2t)C+\frac2\epsilon+8-\frac{t(1+t\lambda)}{\sigma}+4K+4t\lambda\Big].
\end{equation}

The vacuum-polarization correction is now established as $\frac34\alpha Z\alpha\,E_{\rm fns}$, and three of the four self-energy pieces (the self-energy insertion, the wave-function factor and the vertices) are known. What remains is the spanning-photon term, the sum of the four pieces and its momentum integral, followed by the finite-radius effects and the numbers for hydrogen.
